# Why NEVPT2 pair energies and CASSCF energies need separate extrapolation

The electron–electron cusp gives the doubly inactive, doubly virtual class of NEVPT2 a basis-set error that falls as $X^{-3}$ for large cardinal number $X$. A CASSCF function with a fixed, small active space has no cusp to build, so its error eventually falls much faster. The two parts therefore need different extrapolation laws.

The claim that this class dominates needs a condition: a large enough share of the correlated electrons must be inactive, roughly more than two thirds if all opposite-spin pairs count equally. The other classes that put two electrons into virtual orbitals also have a cubic tail if they contain singlet pairs, and one of them can lead when many electrons are active.

Hartree atomic units are used, with $1\ \mathrm{mE_h}=10^{-3}$ hartree. Nuclei are fixed and relativity is left out. Inactive orbitals are $i,j$ and virtual orbitals $r,s$.

## From the NEVPT2 class to a solvable pair

When two inactive electrons are excited to $r,s$, the active electrons are spectators. Dyall's zeroth-order Hamiltonian then gives the excitation energy $\Delta=\varepsilon_r+\varepsilon_s-\varepsilon_i-\varepsilon_j$.

Let $K_{rs}=(ir|js)$, with each charge distribution on one side of the bar. For $i\ne j$, a singlet pair has the spatial function $(ij+ji)/\sqrt2$, and its coupling to the ordered product $r(1)s(2)$ is $(K_{rs}+K_{sr})/\sqrt2$. A triplet has the minus sign and three spin components. The pair energy is

$$
e_{ij}=-\frac12\sum_{rs}\frac{(K_{rs}+K_{sr})^2+3(K_{rs}-K_{sr})^2}{\Delta}.
$$

The numerator is $4K_{rs}^2+4K_{sr}^2-4K_{rs}K_{sr}$. Since $\Delta$ is symmetric in $r,s$, the two squares have equal sums, and

$$
e_{ij}=-2\sum_{rs}\frac{K_{rs}(2K_{rs}-K_{sr})}{\Delta}.
$$

Summing over ordered $i,j$ instead of $i<j$ removes the factor 2. It also covers $i=j$, where $K$ is symmetric:

$$
E_{ijrs}=-\sum_{ijrs}\frac{K_{rs}(2K_{rs}-K_{sr})}{\Delta}.
$$

The simplest pair of this kind is $1s^2$ in the field of a nucleus of charge 1, with $1/r_{12}$ as the perturbation. The zeroth-order function is $\psi_0=e^{-r_1-r_2}/\pi$, and both orbital energies are $-1/2$.

With real spherical harmonics, angular integration lets virtual orbitals $p,q$ couple only if they have equal $l$ and $m$. The integral is $R^{(l)}_{pq}/(2l+1)$, where $R^{(l)}_{pq}$ is the radial integral over $r_<^l/r_>^{l+1}$. Squaring it and summing over $2l+1$ values of $m$ gives

$$
e_l=-\frac{1}{2l+1}\sum_{pq}\frac{(R^{(l)}_{pq})^2}{\varepsilon_p+\varepsilon_q+1}.
$$

This can be evaluated directly. Its behaviour at large $l$ follows from the cusp.

## The angular tail

Near coalescence, the singular part of the first-order equation is

$$
-\tfrac12(\nabla_1^2+\nabla_2^2)\psi_1=-\frac{1}{r_{12}}\psi_0 .
$$

Try $\psi_1=c\,r_{12}\psi_0$. Each Laplacian gives $2/r_{12}$ when it acts on $r_{12}$, so the left side is $-2c\psi_0/r_{12}$ to leading order. Hence $c=1/2$. Excluding $1s$ from the virtual space affects only $l=0$.

The second-order energy is $\langle\psi_0|r_{12}^{-1}|\psi_1\rangle$, so the Legendre expansions of $1/r_{12}$ and $r_{12}$ are needed. Let $t=r_</r_>$ and let $x$ be the cosine of the angle between the position vectors. Then

$$
\frac1{r_{12}}=\frac1{r_>}\sum_l t^lP_l(x),\qquad
r_{12}=r_>(1+t^2-2tx)\sum_l t^lP_l(x),
$$

where the second follows from $r_{12}=r_{12}^2/r_{12}$. Using $(2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}$, the coefficient of $P_l$ in $r_{12}/r_>$ is

$$
t^l\left(1-\frac{2l}{2l-1}\right)+t^{l+2}\left(1-\frac{2l+2}{2l+3}\right)
=\frac{t^{l+2}}{2l+3}-\frac{t^l}{2l-1}.
$$

The angular integral of $P_l^2$ over both electrons is $(4\pi)^2/(2l+1)$. The regions $r_1<r_2$ and $r_2<r_1$ contribute equally, and this factor 2 cancels the $1/2$ in $\psi_1$. With $r_>=r$, $r_<=rt$ and $r_<^2dr_<=r^3t^2dt$,

$$
e_l\simeq\frac{16\pi^2}{2l+1}\int_0^\infty dr\,r^5\int_0^1dt\,\psi_0(r,rt)^2\,
t^{l+2}\left[\frac{t^{l+2}}{2l+3}-\frac{t^l}{2l-1}\right].
$$

At large $l$ the powers of $t$ confine the integral to $1-t\sim1/l$, so $\psi_0(r,rt)$ may be replaced by $\psi_0(r,r)$ to leading order. The remaining integral is

$$
\frac{1}{(2l+3)(2l+5)}-\frac{1}{(2l-1)(2l+3)}
=\frac{-6}{(2l-1)(2l+3)(2l+5)}\simeq-\frac{3}{4\lambda^3},
$$

where $\lambda=l+\tfrac12$. Since $2l+1=2\lambda$,

$$
e_l\simeq-\frac{C}{\lambda^4},\qquad
C=6\pi^2\int_0^\infty r^5|\psi_0(r,r)|^2dr .
$$

For $1s^2$ this gives $C=6\int_0^\infty r^5e^{-4r}dr=6\cdot120/4^6=0.1758$. The direct sums, extrapolated from $l=8$ and 10 by assuming a relative correction of order $\lambda^{-2}$, give 0.1732. This is lower by 1.4%, mainly because the radial basis is finite. Their effective power between these two values of $l$ is close to 4.

A triplet function vanishes linearly at coalescence. The important separations are of order $r/\lambda$, so two factors of the pair function bring an extra $\lambda^{-2}$ and the contribution falls as $\lambda^{-6}$. For the $1s2s$ triplet the computed power is 5.90. The slow tail therefore belongs to singlet pairs.

## From angular momentum to cardinal number

If the basis is complete up to angular momentum $L$, the missing energy has magnitude

$$
\sum_{l>L}\frac{C}{(l+\frac12)^4}\simeq\int_{L+1}^{\infty}\frac{C\,d\lambda}{\lambda^4}=\frac{C}{3(L+1)^3}.
$$

The lower limit is $L+1$ because the first omitted term, at $\lambda=L+\tfrac32$, is the midpoint of an interval of unit width. Keeping all shells $n\le X$ gives $L=X-1$, and this part of the error becomes $C/(3X^3)$.

Such a basis also truncates the radial functions at each $l$. A scaling assumption covers both truncations: an orbital in shell $n$ contributes about $n^{-6}$. A shell holds $n^2$ orbitals, so it contributes about $n^{-4}$, and the omitted shells sum to $X^{-3}$.

Calculations with the model's natural orbitals support this assumption. The error is $0.59\ \mathrm{mE_h}$ at $X=6$ and $0.14\ \mathrm{mE_h}$ at $X=10$, an effective power of about 2.8. At $X=10$ the angular formula accounts for $0.1758/3000$ hartree, or $0.059\ \mathrm{mE_h}$. Radial truncation thus supplies more than half of the error at this size.

For an error $AX^{-3}$, subtracting the energies at $X-1$ and $X$ eliminates $A$:

$$
E_\infty=E_X+(E_X-E_{X-1})\frac{(X-1)^3}{X^3-(X-1)^3}.
$$

Applied to the model at $X=4,5$, this leaves an error of $0.13\ \mathrm{mE_h}$. A geometric extrapolation from $X=3,4,5$ leaves $0.43\ \mathrm{mE_h}$, because it makes the tail end too soon.

## Why CASSCF lacks this tail

A CASSCF function with a fixed active space is a finite sum of products of a few orbitals. It contains no term linear in $r_{12}$. In an atom with symmetry-adapted orbitals, its angular momenta are limited to those of the occupied and active orbitals. The remaining task is radial, including the cusp at the nucleus. If the active space were enlarged along with the basis, CASSCF would begin to build the electron–electron cusp and this argument would fail.

The hydrogen $1s$ orbital isolates the radial task. With $n=4,7,10$ optimized even-tempered Gaussians, the energy error is 1.248, 0.063 and $0.005\ \mathrm{mE_h}$. The effective power of $1/n$ rises from 5.3 to 7.2, whereas the rate $c$ in $e^{-c\sqrt n}$ changes only from 4.6 to 4.9. The exponential form is thus supported over this range, though not derived here.

The neon atom is the limit of an empty active space: CASSCF becomes Hartree–Fock, and valence MP2 is the doubly inactive, doubly virtual class. In the cc-pVXZ bases with $X=3,4,5$, the Hartree–Fock error is 15.2, 3.6 and $0.3\ \mathrm{mE_h}$, relative to a nearly complete $s,p$ basis. The MP2 error is 55, 26 and $13\ \mathrm{mE_h}$. The MP2 reference is itself a cubic extrapolation from $X=4,5$, so the ratio of the last two MP2 errors is not evidence for the cubic law. This reference also lies about $0.8\ \mathrm{mE_h}$ above the radial partial-wave limit of $-0.3202$ hartree, against which the errors are 56, 27 and $14\ \mathrm{mE_h}$.

## Which class dominates

The cusp argument is local and also applies when one or both excited electrons come from active orbitals. At high $l$, the kinetic energy of the virtual electrons outweighs differences among active energies. The classes $S_{rs,i}$ and $S_{rs}$, with one and two active electrons excited, therefore have cubic tails too, provided that they contain singlet pairs. If all active electrons have parallel spins, $S_{rs}$ contains only triplet pairs and its tail falls faster.

A class with one virtual orbital behaves differently. In an atom, its two-electron integrals couple that orbital to three inactive or active ones, and the triangle rule bounds its angular momentum by the sum of theirs. Classes without virtual orbitals depend on the basis only through the inactive and active orbitals.

If $n_{\rm in}$ of $N$ correlated electrons are inactive, and spins are balanced, $(n_{\rm in}/2)^2$ of the $(N/2)^2$ opposite-spin pairs are fully inactive. Giving all such pairs equal weight yields a rough share

$$
\left(\frac{n_{\rm in}}{N}\right)^2
$$

of the two-virtual error. Pairs with one inactive and one active electron have the share $2n_{\rm in}(N-n_{\rm in})/N^2$. In this estimate the fully inactive class therefore leads only if $n_{\rm in}>2N/3$.

Take hydrogen fluoride at a chosen, stretched bond length of 2.6 bohr, with two electrons in $\sigma,\sigma^*$ and the fluorine $1s$ pair uncorrelated. The strongly contracted form of NEVPT2 is used. Six of eight valence electrons are inactive, so the estimate is $(6/8)^2=0.56$. From $X=3$ to 4 the three two-virtual classes gain 16.24, 6.56 and $0.93\ \mathrm{mE_h}$, and the fully inactive share is $16.24/23.73=0.68$. The estimate is too low here: equal weights for all pairs are only a rough assumption.

With six electrons in four active orbitals, the estimate drops to $(2/8)^2=0.06$. The gains from $X=2$ to 3 are then 2.4, 23.7 and $33.0\ \mathrm{mE_h}$, in the same order of classes. The doubly inactive class no longer leads.

Returning to the smaller active space, the mechanism can be tested by removing the $g$ functions on fluorine and the $f$ functions on hydrogen at $X=4$. CASSCF loses $0.012\ \mathrm{mE_h}$, while the doubly inactive, doubly virtual class loses $5.1\ \mathrm{mE_h}$.

## Reading the extrapolated energy

The first few CASSCF energies do not reveal their faster convergence. Successive gains are 33.84 and $9.16\ \mathrm{mE_h}$, with ratio 0.27. A pure $X^{-3}$ law for $X=2,3,4$ gives

$$
\frac{3^{-3}-4^{-3}}{2^{-3}-3^{-3}}=0.24 .
$$

The doubly inactive class has a ratio of 0.39, slower than this law. Part of the reason may be that these bases reach $L=X$ on fluorine, which suggests $(X+1)^{-3}$ and a ratio of 0.36. The case for separate laws rests on the mechanism and on the larger neon basis, not on these three points.

For CASSCF, a geometric sequence with ratio $q=0.271$ leaves $9.16\,q/(1-q)=3.4\ \mathrm{mE_h}$ beyond $X=4$. The cubic law would leave $9.16\cdot27/37=6.7\ \mathrm{mE_h}$. In neon, where the Hartree–Fock limit is known independently, the geometric estimate from $X=2,3,4$ is too low by $0.7\ \mathrm{mE_h}$ and the cubic one from $X=3,4$ by $4.9\ \mathrm{mE_h}$.

For the doubly inactive, doubly virtual class the cubic law leaves $16.24\cdot27/37=11.85\ \mathrm{mE_h}$, the largest remaining part. This treats the whole gain as cubic, although $3.11\ \mathrm{mE_h}$ of it comes from triplet pairs, whose angular tail falls faster at large $l$. That asymptotic law need not hold yet at $X=3$ and 4, so the cubic law is used here for the whole of each two-virtual class. With the geometric estimate for CASSCF and the other classes kept at $X=4$, the total is $-100.291$ hartree. This value is not converged to the digits shown. From $X=4$ to 5 the doubly inactive class gains $7.2\ \mathrm{mE_h}$, where the cubic law from $X=3,4$ predicts 5.8, and CASSCF gains 2.7, against 2.5 from the geometric law and 3.3 from the cubic one. The same recipe moved up by one cardinal number, with the other classes still at $X=4$, leaves 14.7 and $3.8\ \mathrm{mE_h}$ beyond $X=4$ and gives a total of about $-100.295$ hartree, $4\ \mathrm{mE_h}$ lower.

One cubic extrapolation of the whole energy lies $4.4\ \mathrm{mE_h}$ lower. Of this, $3.3\ \mathrm{mE_h}$ comes from CASSCF and $1.2\ \mathrm{mE_h}$ from the classes with fewer than two virtual orbitals; the rounded parts add to slightly more than the total.

The separate result still carries an uncertainty of several $\mathrm{mE_h}$. With $(X+1)^{-3}$, the doubly inactive remainder would be $16.24\cdot64/61=17.0$ instead of $11.85\ \mathrm{mE_h}$. A joint extrapolation can therefore land nearer the true limit when an overshoot in CASSCF offsets a shortfall in the pair energy. That appears to happen here: the joint value from $X=3,4$ lies within $0.5\ \mathrm{mE_h}$ of the separate estimate that includes $X=5$, by cancellation of errors. Separate extrapolation keeps the two errors visible, and each can be reduced with a larger basis. The estimate remains one at the NEVPT2 level, without core correlation or higher orders. The numerical output below gives the energies of all eight classes.

## Calculated quantities

```
HYDROGENIC PAIRS, nuclear charge 1
1s2 tail C: formula 0.17578, computed 0.17324 Eh
1s2s singlet C: formula 0.04115, computed 0.04063 Eh
power of 1/(l+1/2), l=8-10: 1s2 3.99, 1s2s triplet 5.90
1s2 pair-energy limit -0.046660 Eh
shells n<=3: error 3.7688 mEh
shells n<=4: error 1.7765 mEh
shells n<=5: error 0.9726 mEh
shells n<=6: error 0.5883 mEh
shells n<=10: error 0.1374 mEh
power of 1/X between X=6 and 10: 2.85
limit error: cubic(4,5) 0.129, exponential(3,4,5) 0.429 mEh
HYDROGEN 1s IN n EVEN-TEMPERED GAUSSIANS
error, n=4,7,10: 1.24810, 0.06283, 0.00489 mEh
rate c in exp(-c sqrt n): 4.63, 4.94
effective power of 1/n: 5.3, 7.2
NEON ATOM, cc-pVXZ, valence MP2
HF s,p limit -128.54708 Eh; MP2 limit, cubic(4,5) -0.31938 Eh
X=2: HF error 58.31, MP2 error 133.86 mEh
X=3: HF error 15.22, MP2 error 55.06 mEh
X=4: HF error 3.61, MP2 error 25.81 mEh
X=5: HF error 0.31, MP2 error 13.21 mEh
HF limit error: cubic(3,4) -4.86, exponential(2,3,4) -0.67 mEh
MP2 limit shift: cubic(3,4) 4.46, exponential(2,3,4) 8.54 mEh
HYDROGEN FLUORIDE, bond 2.6 bohr, CASSCF(2,2), cc-pVXZ
sigma* natural occupation, X=4: 0.1139
X=2: CASSCF -99.962019, NEVPT2 -0.171186 Eh
X=3: CASSCF -99.995863, NEVPT2 -0.239998 Eh
X=4: CASSCF -100.005025, NEVPT2 -0.265308 Eh
Sijrs, X=2,3,4: -92.450, -134.503, -150.740 mEh
Srsi, X=2,3,4: -33.510, -51.400, -57.958 mEh
Srs, X=2,3,4: -3.766, -5.929, -6.860 mEh
Sijr, X=2,3,4: -8.261, -9.542, -9.758 mEh
Sir, X=2,3,4: -32.536, -37.995, -39.370 mEh
Sr, X=2,3,4: -0.000, -0.000, -0.000 mEh
Si, X=2,3,4: -0.000, -0.000, -0.000 mEh
Sij, X=2,3,4: -0.663, -0.629, -0.623 mEh
Sijrs gain X=3-4: singlet 13.127, triplet 3.110 mEh
CASSCF gain X=2-3 33.844, X=3-4 9.161 mEh
share of NEVPT2 gain X=3-4: Sijrs 0.641, two-virtual 0.937
pair-count share of Sijrs: (2,2) 0.5625, (6,4) 0.0625
cut F g, H f at X=4: CASSCF loses 0.012, Sijrs 5.071 mEh
CASSCF(6,4), gain X=2-3: Sijrs 2.378, Srsi 23.724, Srs 32.975 mEh
left at X=4: CASSCF 3.400, Sijrs 11.848 mEh
CASSCF limit: exponential -100.008425, cubic -100.011710 Eh
two-virtual classes, cubic limit -0.232870 Eh
total limit: separate -100.291046, joint cubic -100.295488 Eh
joint minus separate -4.442 mEh
```
